How much metal has reacted at half the sheet-resistance change?

Q: I am following the reaction of an yttrium film with silicon through its sheet resistance. The unreacted film reads 12.00 ohm/sq and the fully reacted one 6.25 ohm/sq. After one of the anneals I read 9.125 ohm/sq, which is halfway between. So half the yttrium has become silicide, and I can use that time to get the growth rate.

A: What does the film look like at that moment, and how does the current cross it?

Q: The silicide forms at the silicon interface and thickens upward. There is a flat silicide layer with a flat layer of unreacted yttrium on top. The current runs sideways, along both.

A: Then the layers are conductors in parallel. Which quantity adds for parallel conductors?

Q: Conductance. But each bit of metal that reacts replaces some metal resistance by some silicide resistance. Why should the total not move in proportion?

A: Let us write it out. Call x the fraction of the original metal atoms that are now in silicide. The original metal thickness is h_m and its resistivity is ρ_m. The complete silicide layer has thickness h_s and resistivity ρ_s. I assume that each resistivity is uniform and independent of layer thickness, that a single silicide phase forms, and that no metal is lost. The two end readings are then

R_i = ρ_m/h_m
R_f = ρ_s/h_s

When a fraction x has reacted, the metal thickness left is (1 − x)h_m and the silicide thickness is x h_s. The silicide is thicker than the metal it came from because it has taken up silicon, and h_s already contains that change.

A sheet's conductance is its thickness divided by its resistivity, so

metal: (1 − x)h_m/ρ_m = (1 − x)/R_i
silicide: x h_s/ρ_s = x/R_f

Far from the probes both layers have the same electric field along the film. Each carries a current equal to its sheet conductance times that field, per unit width. The currents add, and so

1/R = (1 − x)/R_i + x/R_f     (1)

The conductance 1/R is linear in x. The resistance R is its reciprocal, and is not.

Q: My probes touch the yttrium and not the silicide. Why should the buried layer share the field?

A: Current leaks through the interface until the two layers are at the same voltage. Let y be the distance along the film, V₁ and V₂ the layer voltages, i₁ and i₂ their currents per unit width, R₁ and R₂ their present sheet resistances, and ρ_c the interface resistance times area. Ohm's law along each layer, and the exchange of current between them, give

dV₁/dy = −R₁i₁
dV₂/dy = −R₂i₂
di₁/dy = −(V₁ − V₂)/ρ_c
di₂/dy = +(V₁ − V₂)/ρ_c

Subtract the second equation from the first and differentiate once more:

d²(V₁ − V₂)/dy² = −R₁ di₁/dy + R₂ di₂/dy = (R₁ + R₂)(V₁ − V₂)/ρ_c

The voltage difference therefore dies away as exp(−y/L), with

L = √[ρ_c/(R₁ + R₂)]

For your halfway reading each layer turns out to have a sheet resistance of 18.25 ohm/sq, as we can check in a moment. With a rough interface resistance of 1 ohm µm²,

L = √(1/36.5) µm = 0.166 µm

Probes that are many times this distance apart measure the parallel combination. A much more resistive interface, such as one with an oxide on it, would lengthen L and has to be judged against the probe spacing.

Q: Fine, equation (1) stands. What does it give for my halfway reading?

A: Solve it for x first. Collect the terms in x:

1/R − 1/R_i = x(1/R_f − 1/R_i)

Put each side over a common denominator:

(R_i − R)/(R R_i) = x(R_i − R_f)/(R_i R_f)

Multiply both sides by R_i R_f and divide by R_i − R_f, which is allowed if the end values differ:

x = (R_f/R) (R_i − R)/(R_i − R_f)

The last factor is the completed fraction of the resistance change. Call it f. Then

x = f R_f/R     (2)

So x equals f at the start and at the end, and between them it differs by the factor R_f/R. At half the change, f = 1/2 and R = (R_i + R_f)/2, so

x = (1/2)R_f × 2/(R_i + R_f) = R_f/(R_i + R_f)     (3)

Now put in your numbers.

Q: 6.25/(12.00 + 6.25) = 6.25/18.25 = 0.3425. About a third of the yttrium, not half.

A: Yes. Of a 50 nm film, 32.9 nm of metal is left, and 27.4 nm of silicide has formed out of a final 80 nm. As a check, current conservation was solved numerically on a cross-section of the two-layer film, with end electrodes touching both layers, and x was varied until the resistance was halfway. That also gave 0.3425. With current fed into the yttrium only, the resistance far from the contacts was again the parallel value.

Q: I accept the algebra, but is there anything physical about the halfway point?

A: Look at the conductance of each layer there. From (3), 1 − x = R_i/(R_i + R_f). Therefore

metal: (1 − x)/R_i = 1/(R_i + R_f)
silicide: x/R_f = 1/(R_i + R_f)

They are equal. Each layer has a sheet resistance R_i + R_f = 18.25 ohm/sq, and two such layers in parallel make 9.125 ohm/sq. Half the resistance change marks the point at which the metal and the silicide carry equal currents. In your film the complete silicide layer conducts better than the complete metal layer, so it needs less than half of its final thickness to match the metal that remains.

Q: Then where on the resistance scale is the film when half the metal really has reacted?

A: Set x = 1/2 in (1):

1/R = (1/2)(1/R_i + 1/R_f) = (R_i + R_f)/(2R_i R_f)

R = 2R_i R_f/(R_i + R_f)

This is the harmonic mean of the end values. For your film it is 2 × 12.00 × 6.25/18.25 = 8.219 ohm/sq. The completed change is then

f = (12.00 − 8.219)/(12.00 − 6.25) = 0.6575

About two thirds of the resistance change is over when half the metal has reacted.

Q: So the resistance always runs ahead of the reaction?

A: It does when the resistance falls. Equation (2) gives x/f = R_f/R. If the resistance is falling, R_f is below R until the end, so x is less than f. If the silicide film has the higher sheet resistance, R_f is above R and x is greater than f. Exchange your two end values, so that the film goes from 6.25 to 12.00 ohm/sq. At half the change x is then 12.00/18.25 = 0.6575.

The limits of (3) show the same thing. If R_f is much smaller than R_i, then x ≈ R_f/R_i, and a thin skin of good conductor is enough to bring the resistance halfway down. If R_f is much larger than R_i, x approaches 1: nearly all the metal must go before the resistance has risen halfway.

Q: And if R_f is close to R_i, my rule is right after all.

A: Equation (3) does approach 1/2 there, but the measurement becomes a poor one. Hold the end values fixed and let the reading R have a small error δR. Since 1/R changes by −δR/R², equation (1) gives

δx = −(δR/R) (1/R)/(1/R_f − 1/R_i)

The denominator goes to zero as the end values meet. In your film, at the halfway reading, 1/R = 0.1096 and 1/R_f − 1/R_i = 0.1600 − 0.0833 = 0.0767, both in siemens (per square). A reading 1% too high thus lowers x by 0.01 × 0.1096/0.0767 = 0.014, which is 4% of x itself.

Q: I still feel that my picture, with metal resistance traded for silicide resistance, must describe something.

A: It describes a different geometry. Take a bar of film with contacts across its full width at both ends. Suppose it converted through its full depth in strips lying across the current, one strip after another. The current would have to pass through metal strips and silicide strips in turn. Resistances in series add. If the boundaries between strips add little resistance of their own, then

R = (1 − x)R_i + x R_f

Here half the change does mean half the metal. Point probes on a wide film would not follow this law, because their current also spreads along the strips. You took the law for this film and applied it to a layered one.

Q: Real films can react unevenly. What if silicide breaks through in patches, neither layers nor strips?

A: Take full-depth patches placed at random, much wider than the film is thick but much smaller than the probe spacing. Their edges must also add little resistance. With the 1 ohm µm² used above and an edge about 0.065 µm high, one edge resists as much as 1/(0.065 × 9.125) = 1.7 µm of film, so the patches must be far wider than that too. For square patches with such edges the halfway reading means x of about 0.49 at a width of 17 µm and 0.44 at 50 µm, and it comes near the value derived below only for widths above roughly 100 µm. An effective-medium estimate replaces the surroundings of any patch by a uniform sheet of conductance G. A round patch of conductance G₁ in such a sheet disturbs the field outside it in proportion to (G₁ − G)/(G₁ + G). G is chosen so that the disturbance averages to zero:

(1 − x)(1/R_i − G)/(1/R_i + G) + x(1/R_f − G)/(1/R_f + G) = 0

At half the resistance change, G = 2/(R_i + R_f). Multiply the top and bottom of the first fraction by R_i(R_i + R_f), and those of the second by R_f(R_i + R_f):

first: (R_i + R_f − 2R_i)/(R_i + R_f + 2R_i) = (R_f − R_i)/(3R_i + R_f)
second: (R_i + R_f − 2R_f)/(R_i + R_f + 2R_f) = (R_i − R_f)/(R_i + 3R_f)

The numerators are opposite, so they cancel from the balance and leave

(1 − x)/(3R_i + R_f) = x/(R_i + 3R_f)

Cross-multiplying gives (1 − x)(R_i + 3R_f) = x(3R_i + R_f), and hence

x = (R_i + 3R_f)/[4(R_i + R_f)]

Since R_i + 3R_f = (R_i + R_f) + 2R_f, this can be written

x = (1/2)[1/2 + R_f/(R_i + R_f)]

In this estimate the patchy film lies midway between the strip answer and the layer answer. For your end values x = 0.421. A direct numerical solution for random square patches with a silicide fraction of 0.420 gave about 9.14 ohm/sq, uncertain by about 0.02 from mesh and sampling, and within 0.3% of your halfway reading.

Q: So the resistance alone does not tell me x. I need to know the shape of the reacted region.

A: Yes. The same reading means 0.34 for layers, 0.42 for wide random patches, or 0.50 for strips across a bar. A cross-section image of one partly reacted sample can show whether the layers are flat. To tell patches from strips you also need a view from above.

Q: Let me go back to the growth rate. Suppose the layers are flat and the growth is limited by diffusion through the silicide. How wrong would my rate have been?

A: In diffusion-limited growth the supply of atoms falls as the silicide thickness s increases:

ds/dt = B/(2s)

Multiply by 2s. The left side is then the time derivative of s², so with s = 0 at t = 0,

s² = Bt

At the half-change time t, the true thickness is x h_s. You would have entered h_s/2. The ratio of your coefficient to the true one is

B_wrong/B = (h_s/2)²/(x h_s)² = [1/(2x)]²

With x = 0.3425 this is 2.13. For an illustration, choose B = 2.00 nm²/s at 600 K. The half change comes at 27.4²/2.00 = 375 s, while half the metal has reacted at 40²/2.00 = 800 s. Full conversion takes 80²/2.00 = 3200 s. Entering 40 nm at 375 s gives about 4.3 nm²/s.

If growth were limited by the reaction at the interface instead, s would be proportional to t, and the rate would be too large by the first power, 1/(2x) = 1.46.

Q: Does that spoil the activation energy too?

A: Not if R_f/R_i is the same for every anneal temperature and each anneal is timed to its own half-change point. Then x at half change is the same number each time, and every B is multiplied by the same factor. Its logarithm is shifted by a constant:

ln B_wrong = ln B − 2 ln(2x)

The slope of ln B against 1/T is unchanged. With a chosen activation energy of 1.600 eV, growth calculated at 580 K and 620 K and then read with x = 1/2 gives back 1.600 eV. The prefactor carries the whole error. If instead you annealed for equal times and set x = f, the factor would differ between temperatures: 375 s at 580 K and at 620 K would give about 1.2 eV. An activation energy that agrees with other work is therefore no evidence that the converted fraction was assigned correctly.

Q: I cool the sample to 300 K before each reading. Could I read it hot, during the anneal?

A: You could, with end values for the same temperature. The starting value is the difficult one, because the film begins to react while you read it. With the B chosen above, 4.5 nm of silicide, or 6% of the full layer, has formed after 10 s at 600 K. You could instead read the unreacted film at lower temperatures, where it stays unreacted, and extrapolate, provided the silicon wafer under it carries no appreciable current at either temperature. Metal and silicide resistivities need not rise by the same factor. With rough temperature coefficients of 0.003 per K for yttrium and 0.002 per K for the silicide, going from 300 K to 600 K gives

R_i = 12.00 × 1.9 = 22.80 ohm/sq
R_f = 6.25 × 1.6 = 10.00 ohm/sq

Half the change measured hot then means x = 10.00/32.80 = 0.305. If you put the cold end values into (3) for that hot halfway point, you would get 0.3425, which is too high by 0.038.

Q: The silicon wafer conducts as well. Does it have to be subtracted?

A: Not if its contribution is the same in all three readings. Add a constant conductance G_w to 1/R, 1/R_i and 1/R_f. It cancels from both differences in

x = (1/R − 1/R_i)/(1/R_f − 1/R_i)

and (2) and (3) hold for the readings as measured. A 10 ohm cm wafer 0.5 mm thick has a sheet resistance of 200 ohm/sq, or G_w = 0.005 siemens. If it shunts the film throughout, the measured halfway point corresponds to x = 0.349. This is what (3) gives with the shunted end values.

The trouble comes if the coupling to the wafer changes during the reaction, for instance because the contact barrier changes. Suppose the whole wafer conducts at the midway reading and not at the two ends. Then G_w is mistaken for silicide, and the true x is lower than (3) says by 0.005/0.0767 = 0.065. A hot reading is more exposed. At 600 K this wafer is close to intrinsic, with G_w roughly 0.011 siemens, and a contact barrier that isolates it at 300 K may no longer do so. If the hot R_i is extrapolated without the wafer while R and R_f include it, (3) gives 0.28 where the true x is 0.14.

Q: What else should I worry about for a film this thin?

A: Two things can be sized. The first is scattering of electrons at the layer surfaces. For a layer much thicker than the mean free path λ, with diffuse scattering at both surfaces, the leading correction lowers the conductance as if a thickness 3λ/8 were missing. Each end film pays this price once, for its one layer. The partly reacted film has two layers. If the interface between them also scatters electrons diffusely, the film pays for both layers and conducts less than (1) predicts from the measured ends. More silicide is then needed to reach the halfway reading. With rough mean free paths of 2 nm in yttrium and 4 nm in the silicide, the full thin-film calculation raises x by 0.031.

The second is an intermediate phase that is present midway and gone at the end. Let it hold 5% of the yttrium, and let it not conduct at all. Its metal is missing from the metal term in (1), and the silicide must make up the loss:

δx = 0.05 × (1/R_i)/(1/R_f − 1/R_i) = 0.05 × 0.0833/0.0767 = 0.054

The 5% is an assumption, so this shows the sensitivity and is not a limit on the error.

Q: How close is all this to a real yttrium film?

A: The resistivities behind your end values, 60 µΩ cm for yttrium and 50 µΩ cm for its silicide, are rough typical figures, and deposited films can differ from them. The growth coefficient and activation energy are chosen, not measured for yttrium. The assumption I trust least is the flat interface, because silicides of yttrium and the rare earths can grow unevenly and leave pits. Strips across a bar would move the result to 0.50, but they are an idealised arrangement. Wide random full-depth patches raise x by 0.079, from 0.34 to 0.42, or 23% of the layered value, and narrower patches with resistive edges raise it further. Yttrium also oxidises readily, and metal lost to oxide breaks the assumption that all of it ends in the silicide. Annealing can also remove defects from the unreacted yttrium and lower its resistivity. Equation (1), with R_i read before the anneal, would count that drop as silicide: a 10% drop makes the true x at your reading 0.25, even with flat layers. For your film I would report "about a third, if the layers are flat and the unreacted yttrium keeps its resistivity" and leave off further digits.

Q: So I should convert every reading to a conductance before I plot it against time.

A: Yes, with end values measured in the same way and at the same temperature. For flat layers, the completed fraction of the conductance change is x. If the growth is parabolic, x² plotted against time at a fixed anneal temperature is a straight line of slope B/h_s² until the metal is used up.

Calculated quantities

```
Y thickness: 50 nm; silicide: 80 nm
Y resistivity (rough): 60 uohm cm
silicide resistivity (rough): 50 uohm cm
R_initial: 12.00 ohm/sq; R_final: 6.25 ohm/sq
R at half the change: 9.125 ohm/sq
x at half change, formula: 0.3425
x at half change, current solver: 0.3425
metal left then: 32.9 nm
silicide grown then: 27.4 nm
sheet resistance of each layer then: 18.25 ohm/sq
current share of metal then: 0.5000
R when half the metal has reacted: 8.219 ohm/sq
change completed at that point: 0.6575
x at half change, R_i and R_f swapped: 0.6575
interface resistance (rough): 1.0 ohm um^2
transfer length: 0.166 um; network: 0.166 um
x at half change, random patches: 0.4212
R of random-patch network: 9.147 ohm/sq
silicide fraction in that network: 0.4200
chosen B at 600 K: 2.00 nm^2/s
time to half change: 375 s
time to half conversion: 800 s
time to full conversion: 3200 s
B from correct x: 2.000 nm^2/s
B from x = 1/2: 4.263 nm^2/s
factor of error in B: 2.132
chosen activation energy: 1.600 eV
anneals for activation energy: 580 and 620 K
activation energy from x = 1/2: 1.600 eV
mean free paths (rough): Y 2, silicide 4 nm
wafer: 10 ohm cm, 0.5 mm thick
wafer sheet resistance: 200 ohm/sq
x at half change with constant shunt: 0.3487
metal held in non-conducting phase (assumed): 0.05
temperature coefficients (rough): Y 0.003, silicide 0.002 /K
hot R_initial: 22.80; hot R_final: 10.00 ohm/sq
x at half change, all read at 600 K: 0.3049
shift of x, patchy growth: +0.079
shift of x, surface scattering: +0.031
shift of x, shunt present only midway: -0.065
shift of x, non-conducting phase: +0.054
shift of x, cold end values, hot reading: -0.038
largest of these shifts: patchy growth
```
